# Thomsen Strain Pulse: Electronic and Thermoelastic Stress, and Silicon's Initial Contraction, part 2

A short light pulse is absorbed near the free surface of a solid filling \(z>0\). What strain does it launch? The lit spot is wide, so until waves arrive from its rim, motion is along \(z\) only. The displacement is \(u(z,t)\), the strain \(\eta=\partial u/\partial z\) is positive for expansion, and the stress \(\sigma\) is positive for tension. The modulus is \(M=\rho v^2\), with density \(\rho\) and longitudinal sound speed \(v\).

Light absorbed over the depth \(\zeta\) creates the source stress \(S\,e^{-z/\zeta}\), with

\[
S=n[D-\gamma(E-E_g)]\ \text{before},\qquad S_\infty=-n\gamma E\ \text{after recombination}.
\]

Here \(n\) is the initial density of electron-hole pairs at the surface, \(E\) the photon energy, \(E_g\) the gap, \(D=dE_g/d\ln V\), and \(\gamma\) the Grüneisen parameter. The electronic part is \(\sigma_{\rm e}=nD\). Poisson's ratio is \(\nu\), and \(\beta\) is the linear expansion coefficient.

The model example has \(S=+0.30\) MPa, \(S_\infty=-0.60\) MPa, \(M=144\) GPa, \(\rho=4000\) kg/m³ and \(\zeta=600\) nm.

For positive \(D\) and \(\gamma\), the solid first wants to contract if \(E\) is below the crossover \(E_g+D/\gamma\). For silicon, rough room-temperature sizes (\(D\approx1.4\) eV, \(\gamma\approx0.5\), gap about 1.1 eV) put it near 3.9 eV, so 1.5 eV photons should first cause contraction.

Rings A and B in the closing table are tight-binding models with one excited pair, used to test \(\eta=-nD/M\).

If \(S\) appears suddenly at \(t=0\) and stays, then

\[
\sigma=M\eta+S\,e^{-z/\zeta},\qquad \rho\,\frac{\partial^2u}{\partial t^2}=\frac{\partial\sigma}{\partial z},
\]

\[
\frac{\partial^2\sigma}{\partial t^2}=v^2\,\frac{\partial^2\sigma}{\partial z^2}.
\]

At \(t=0\), \(\eta=0\), \(\sigma=S\,e^{-z/\zeta}\) and \(\partial_t\sigma=0\); at the free surface \(\sigma(0,t)=0\) for \(t>0\). The questioner objects that the initial stress at the surface is \(S\), while the boundary condition demands zero.

**A:** They meet at one point of space and time, and the result is a jump that travels into the solid at speed \(v\). To include it, extend the initial stress to negative \(z\) as an odd function:

\[
g(z)=S\,\operatorname{sgn}(z)\,e^{-|z|/\zeta}.
\]

D'Alembert's solution for an initial profile with no initial rate of change is

\[
\sigma(z,t)=\tfrac12\left[g(z-vt)+g(z+vt)\right].
\]

At \(z=0\) it equals \(\tfrac12[g(-vt)+g(vt)]=0\), because \(g\) is odd. At \(t=0\) it equals \(g(z)\). All conditions are met. For \(z>0\) the argument \(z+vt\) is positive, so

\[
\sigma=\frac S2\left[e^{-(z+vt)/\zeta}+\operatorname{sgn}(z-vt)\,e^{-|z-vt|/\zeta}\right].
\]

**Q:** I asked for the strain.

**A:** Subtract the source and divide by \(M\), that is, \(\eta=(\sigma-S\,e^{-z/\zeta})/M\). Define \(a=-S/M\), the strain that would make the stress vanish at the surface. Replacing \(S/M\) by \(-a\) turns the source term into \(+a\,e^{-z/\zeta}\) and the travelling terms into \(-\tfrac a2[\dots]\). Since \(e^{-(z+vt)/\zeta}=e^{-z/\zeta}e^{-vt/\zeta}\),

\[
\boxed{\;\eta(z,t)=a\left\{e^{-z/\zeta}\left[1-\tfrac12e^{-vt/\zeta}\right]-\tfrac12\operatorname{sgn}(z-vt)\,e^{-|z-vt|/\zeta}\right\}\;}
\]

This is the Thomsen strain. For a purely thermal source, \(a=\beta\,\Delta T(1+\nu)/(1-\nu)\), with \(\Delta T\) the surface warming. For a semiconductor before recombination,

\[
a=-\frac{n}{\rho v^2}\left[D-\gamma(E-E_g)\right].
\]

**Q:** Check it at the two places where I would expect trouble, at the start and at the surface.

**A:** At \(t=0\) and \(z>0\) the brace is \(\tfrac12e^{-z/\zeta}-\tfrac12e^{-z/\zeta}=0\): no strain yet. At \(z=0\) and \(t>0\) the sign function is \(-1\), and the brace is \(1-\tfrac12e^{-vt/\zeta}+\tfrac12e^{-vt/\zeta}=1\). The surface takes the strain \(a\) at once and keeps it, as a stress-free surface must.

The formula was also tested against a stepwise solution of the equation of motion. The largest difference is \(2.2\times10^{-15}\) for \(a=1\), which is rounding error. Such agreement is possible because the time step equals the time sound needs to cross one cell of width \(h\). D'Alembert's solution satisfies

\[
\sigma(z,t+h/v)+\sigma(z,t-h/v)=\sigma(z+h,t)+\sigma(z-h,t),
\]

since both sides contain the same four values of \(g\), and this is the rule by which the grid advances.

**Q:** What does the pulse look like once it has left the surface?

**A:** When \(vt\gg\zeta\), two separate parts remain. Near the surface there is a static strain \(a\,e^{-z/\zeta}\), which balances the source. Around \(z=vt\) travels

\[
\eta_{\rm pulse}\simeq-\frac a2\operatorname{sgn}(z-vt)\,e^{-|z-vt|/\zeta}.
\]

It has two lobes of opposite sign and height \(|a|/2\), each decaying over the length \(\zeta\). A detector deep inside sees it pass in a time of order \(\zeta/v\).

**Q:** For a heated solid \(a>0\), so the front lobe is a compression. That I understand: the hot layer pushes. But for \(a<0\) you claim that a contracting layer sends out an expansion first.

**A:** Consider a point the front has not yet reached, \(z>vt\). There

\[
\eta=a\,e^{-z/\zeta}\left[1-\tfrac12e^{-vt/\zeta}-\tfrac12e^{vt/\zeta}\right]=a\,e^{-z/\zeta}\left[1-\cosh\frac{vt}{\zeta}\right].
\]

The bracket is negative for \(t>0\), so the strain ahead of the front has the sign opposite to \(a\). The mechanism shows at early times, when \(1-\cosh(vt/\zeta)\simeq-v^2t^2/(2\zeta^2)\). With \(a=-S/(\rho v^2)\) this gives

\[
\eta\simeq\frac{S\,t^2}{2\rho\zeta^2}\,e^{-z/\zeta}.
\]

For \(S>0\) the tension is stronger nearer the surface, so each slice is pulled toward the surface. The pull per volume, \((S/\zeta)\,e^{-z/\zeta}\), weakens with depth. Shallower slices move farther than deeper ones, and the material between them is stretched.

Behind the front, \(z<vt\), the sign function is \(-1\) and both terms in the brace are positive, so the strain has the sign of \(a\). The contraction spreads inward from the free surface with the front.

**Q:** Put numbers on the front.

**A:** In the example \(v=\sqrt{144\times10^9/4000}=6000\) m/s, and \(\zeta/v=100\) ps. The free strain is

\[
a_i=-\frac{0.30\times10^{6}}{144\times10^{9}}=-2.08\times10^{-6}.
\]

At 300 ps the front is at 1800 nm and \(vt/\zeta=3\). Setting \(z=vt\) in the Thomsen strain, with either value of the sign function, gives

\[
\eta_{\rm ahead}=a_i\left[e^{-3}-\tfrac12e^{-6}-\tfrac12\right]=+0.94\times10^{-6},
\]

\[
\eta_{\rm behind}=a_i\left[e^{-3}-\tfrac12e^{-6}+\tfrac12\right]=-1.14\times10^{-6}.
\]

The two values differ by \(a_i\) in going from ahead to behind. They are not quite opposite, because at this time the tail of the static strain, \(e^{-3}\), still reaches the front.

**Q:** Which way does the surface itself move?

**A:** Far inside, \(u=0\). The outward displacement of the surface is therefore \(w=-u(0,t)=\int_0^\infty\eta\,dz\). The first term of the Thomsen strain contributes \(a\zeta(1-\tfrac12e^{-vt/\zeta})\). The second contributes \(-\tfrac12a\zeta\) from the region ahead of the front and \(+\tfrac12a\zeta(1-e^{-vt/\zeta})\) from the region behind it, together \(-\tfrac12a\zeta\,e^{-vt/\zeta}\). The sum is

\[
w(t)=a\,\zeta\left(1-e^{-vt/\zeta}\right).
\]

The surface starts with speed \(|a|v\), outward for \(a>0\) and inward for \(a<0\), and settles within a few times \(\zeta/v\). At late times the static strain alone accounts for \(w=a\zeta\), so the travelling pulse has no net area. In the example, without recombination, the surface would settle at \(-2.08\times10^{-6}\times600\) nm \(=-1.25\) pm, a movement inward.

**Q:** But the pairs do recombine. You cannot keep \(S\) fixed for ever.

**A:** Let the pairs decay as \(e^{-\Gamma t}\), each returning \(E_g\) to the lattice where it was created. Then

\[
S(t)=n\left[D\,e^{-\Gamma t}-\gamma(E-E_g)-\gamma E_g(1-e^{-\Gamma t})\right]
=-n\gamma E+n(D+\gamma E_g)\,e^{-\Gamma t}.
\]

Dividing by \(-M\) gives the free strain

\[
a(t)=a_\infty+b\,e^{-\Gamma t},\qquad b=a_i-a_\infty,\qquad a_\infty=\frac{n\gamma E}{M}.
\]

The equations are linear, so the source can be treated as a step \(a_i\) at \(t=0\) followed by small steps \(\dot a(t')\,dt'\), each producing the response just found. With \(\Omega=v/\zeta\),

\[
\frac{w}{\zeta}=a_i(1-e^{-\Omega t})+\int_0^t\dot a(t')\left[1-e^{-\Omega(t-t')}\right]dt'.
\]

Insert \(\dot a=-\Gamma b\,e^{-\Gamma t'}\). The two parts of the integral are

\[
\int_0^t\dot a\,dt'=b\,(e^{-\Gamma t}-1),
\]

\[
-\int_0^t\dot a\,e^{-\Omega(t-t')}dt'=\Gamma b\,e^{-\Omega t}\int_0^te^{(\Omega-\Gamma)t'}dt'=\frac{\Gamma b}{\Omega-\Gamma}\left(e^{-\Gamma t}-e^{-\Omega t}\right).
\]

Now write \(a_i=a_\infty+b\) in the first term. The terms in \(b\) without a fraction add to \(b(e^{-\Gamma t}-e^{-\Omega t})\), and \(1+\Gamma/(\Omega-\Gamma)=\Omega/(\Omega-\Gamma)\). Hence

\[
\frac{w(t)}{\zeta}=a_\infty(1-e^{-\Omega t})+b\,\frac{\Omega}{\Omega-\Gamma}\left(e^{-\Gamma t}-e^{-\Omega t}\right).
\]

For \(\Gamma\to\Omega\) the last term tends to \(b\,\Omega t\,e^{-\Omega t}\), so nothing diverges. In a test with the example's parameters, this result differs from the stepwise solution by at most \(1.2\times10^{-5}\) of the final displacement.

**Q:** So the surface goes in and then comes out. When does it turn?

**A:** Set \(dw/dt=0\) and multiply by \((\Omega-\Gamma)/(\zeta\Omega)\):

\[
e^{-\Omega t}\left[a_\infty(\Omega-\Gamma)+b\,\Omega\right]=b\,\Gamma e^{-\Gamma t}
\quad\Longrightarrow\quad
e^{-(\Omega-\Gamma)t}=\frac{b\,\Gamma}{a_i\Omega-a_\infty\Gamma}.
\]

Take a recombination time \(1/\Gamma=5\) ns, so \(\Gamma/\Omega=0.02\). The final free strain is \(a_\infty=0.60\times10^6/(144\times10^9)=+4.17\times10^{-6}\), and \(b=-6.25\times10^{-6}\). The right-hand side is \(0.125/2.167=0.058\), which gives \(t=291\) ps. The surface is then 1.04 pm inside its original position. It does not reach 1.25 pm, for two reasons. Even without recombination it would stand at only \(1.25\,(1-e^{-2.91})=1.18\) pm at this time, because it is still settling. Recombination, which has already begun to undo the contraction, accounts for the rest. In the end, as long as no waves from the rim of the spot have reached its centre, it stands at \(4.17\times10^{-6}\times600\) nm \(=2.50\) pm outside.

**Q:** The source changes sign at 2.03 ns, but your numerical output has the surface back at its starting point only at 2.13 ns. Is that discrepancy an error?

**A:** It is a delay of one sound transit time. The source vanishes when \(e^{-\Gamma t_0}=-a_\infty/b=2/3\), so \(t_0=5\ln(3/2)=2.03\) ns. By then \(e^{-\Omega t}\) is negligible, and the surface crosses zero when

\[
e^{-\Gamma t}=-\frac{a_\infty}{b}\left(1-\frac{\Gamma}{\Omega}\right)
\quad\Longrightarrow\quad
t=t_0-\frac1\Gamma\ln\!\left(1-\frac\Gamma\Omega\right)\simeq t_0+\frac1\Omega .
\]

For slow recombination the lag is \(1/\Omega=\zeta/v\), here 100 ps.

**Q:** Your strain at the front at 300 ps ignored recombination, though 5.8% of the pairs were gone by then.

**A:** It did, and the source had changed by more than that percentage suggests. The free strain had shifted by \(0.058\times6.25\times10^{-6}=0.36\times10^{-6}\), about 17% of \(|a_i|\). At the front, a later step of unit size contributes \(e^{-3}[1-\cosh\Omega(t-t')]\), whose magnitude is below one half. Both front values therefore shift by the same amount, less than \(0.19\times10^{-6}\). The jump between them is still \(a_i\), since it comes from the initial step alone.

**Q:** Where does the whole picture break down?

**A:** The source must appear in a time short compared with \(\zeta/v\). If it rises more slowly, the response must be averaged over the rise, which rounds off the jump.

The source must also stay in place while sound crosses it. With a diffusion coefficient \(\mathcal D\), the spreading in that time is of order \(\sqrt{\mathcal D\zeta/v}\), and requiring it to be much less than \(\zeta\) gives \(\mathcal D\ll\zeta v\). In the example \(\zeta v=3.6\times10^{-3}\) m²/s. Pair diffusion coefficients of order \(10^{-3}\) m²/s, common in semiconductors, do not meet the condition there, so the example's numbers assume unusually slow pairs. The displacement formula with recombination assumes more: the source profile must keep its shape during the recombination time too. If it spreads, the turning point and the return time found above are only approximate. Shallow absorption makes the condition harder to meet, and then the pulse shape derived here does not apply.

**Q:** Then fast carriers could spoil the claim about silicon too.

**A:** They can spoil the shape of the pulse, but the sign of the slow surface displacement is more robust. Once the sound has left the source region, the stress there is zero, so \(\eta=-S(z)/M\) and

\[
w=-\frac1M\int_0^\infty S(z)\,dz .
\]

Diffusion that conserves the number of pairs and the heat leaves this integral unchanged, provided the spreading has become slow enough for the stress to stay balanced. Recombination does change it. Strong recombination at the surface could therefore shorten the contraction or hide it.

At high pair densities the gap and the elastic constants themselves change, and the linear relation \(\sigma_{\rm e}=nD\) is no longer sufficient. Within the linear model and with the rough room-temperature sizes used above, silicon with a (100), (110) or (111) surface, lit by photons above its gap and well below the crossover energy, first draws its surface inward and sends the pulse derived here, with expansion in front. This requires that the carriers cool quickly, that recombination takes much longer than \(\zeta/v\), and that \(\mathcal D\ll\zeta v\). If the pairs spread faster than that, the heat they leave near the surface can push it outward before the contraction shows. In silicon the condition on \(\mathcal D\) is met for photons of 1.5 eV, which are absorbed over roughly 10 µm. It fails for violet light, which is absorbed within roughly 0.1 µm: \(\zeta v\) is then only about \(10^{-3}\) m²/s, comparable with the diffusion coefficient of the pairs. As the pairs recombine, the stored energy becomes heat and the surface moves outward.

## Table of computed values

```
Pulse: largest error against simulation, a = 1: 2.2e-15
Surface motion: largest error, final value 1: 1.2e-05
Ring A: gap slope +3.727 (hopping units)
Ring A: relaxed strain -4.4331e-04, formula -4.4333e-04
Ring B: gap slope -1.943 (hopping units)
Ring B: relaxed strain +1.9348e-04, formula +1.9361e-04
MODEL SEMICONDUCTOR, inputs
Bulk modulus: 80 GPa; Poisson ratio: 0.25
Density: 4000 kg/m^3
Linear expansion coefficient: 5.0e-06 1/K
Heat capacity: 2.0 MJ/(m^3 K)
Gap: 1.0 eV; photon energy: 2.0 eV
Gap deformation potential D: +1.2 eV
Absorption depth: 600 nm
Fluence: 1.0 J/m^2; reflectivity: 0.4
Recombination time: 5.0 ns
MODEL SEMICONDUCTOR, results
Longitudinal modulus: 144.0 GPa
Sound speed: 6000 m/s; depth/speed: 100.0 ps
Grueneisen parameter: 0.600
Absorbed energy density at surface: 1.000 MJ/m^3
Pair density at surface: 3.121e+24 1/m^3
Neglected kinetic energy 3kT, 300 K: 0.078 eV
Electronic stress: +0.600 MPa
Prompt thermoelastic stress: -0.300 MPa
Stress ratio: -2.00
Net stress before recombination: +0.300 MPa
Net stress after recombination: -0.600 MPa
Surface warming before recombination: 0.250 K
Surface warming after recombination: 0.500 K
Free strain a before recombination: -2.083e-06
Free strain a after recombination: +4.167e-06
Crossover photon energy: 3.00 eV
Snapshot time: 300 ps
Front position: 1800 nm
Fraction recombined by then: 0.058
Strain just ahead of front, no recombination: +9.405e-07
Strain just behind front, no recombination: -1.143e-06
Limit of outward motion, no recombination: -1.250 pm
Extreme outward displacement: -1.038 pm
Time of that extreme: 291 ps
Source stress changes sign at: 2.03 ns
Surface back at start at: 2.13 ns
Final outward displacement: +2.500 pm
SILICON, rough measured sizes as inputs
Gap pressure slope: -14 meV/GPa (rough)
Bulk modulus: 100 GPa; Grueneisen: 0.5 (rough)
Gap: 1.1 eV (rough); chosen photon: 1.5 eV
Electronic stress per pair density: +1.4 eV (rough)
Prompt thermal stress per pair density: -0.2 eV (rough)
Net before recombination: +1.2 eV (rough)
Net after recombination: -0.8 eV (rough)
Crossover photon: 3.9 eV (rough)
```
